# Why valley splitting in a hard-wall silicon-like well oscillates with width: a program that tests the result

```python
# Valley splitting of a hard-wall chain with first and second neighbour hopping.
# Result under test, for N sites, M = N + 2 and large M:
#   E_even - E_odd = 16 pi^2 t2 sin(theta) / M^3
#                    * sin(M theta - pi^2 cot(theta) / (2 M))
# theta : valley wave number times layer spacing, cos(theta) = -t1 / (4 t2)
# t1, t2: first and second neighbour hopping; energies start at the band minimum
# Hard wall: hopping is cut, and end sites keep the bulk site energy.
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

pi = np.pi


def hoppings(theta, t2):
    """Site energy and first neighbour hopping, with band minimum at zero."""
    c = np.cos(theta)
    return 2 * t2 + 4 * t2 * c**2, -4 * t2 * c


def chain(n_sites, theta, t2):
    site, t1 = hoppings(theta, t2)
    return (site * np.eye(n_sites)
            + t1 * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
            + t2 * (np.eye(n_sites, k=2) + np.eye(n_sites, k=-2)))


def parity_levels(n_sites, theta, t2):
    """Lowest even and lowest odd level from separate diagonalizations."""
    h = chain(n_sites, theta, t2)
    half = n_sites // 2
    unit = np.eye(n_sites)
    left, right = unit[:, :half], unit[:, ::-1][:, :half]
    even = (left + right) / np.sqrt(2)
    odd = (left - right) / np.sqrt(2)
    if n_sites % 2:
        even = np.hstack([even, unit[:, half:half + 1]])
    return (np.linalg.eigvalsh(even.T @ h @ even)[0],
            np.linalg.eigvalsh(odd.T @ h @ odd)[0])


def signed_splitting(n_sites, theta, t2):
    e_even, e_odd = parity_levels(n_sites, theta, t2)
    return e_even - e_odd


def wave_numbers(energy, theta, t2):
    """Mean K and half difference q of the two waves at one energy."""
    delta = np.sqrt(energy / (4 * t2))
    k_low = np.arccos(np.cos(theta) + delta)
    k_high = np.arccos(np.cos(theta) - delta)
    return (k_low + k_high) / 2, (k_high - k_low) / 2


def leading(m, theta, t2):
    return 16 * pi**2 * t2 * np.sin(theta) * np.sin(m * theta) / m**3


def corrected(m, theta, t2):
    phase = m * theta - pi**2 / np.tan(theta) / (2 * m)
    return 16 * pi**2 * t2 * np.sin(theta) * np.sin(phase) / m**3


# Rounded model inputs of rough silicon size
spacing_nm = 0.135
mass_ratio = 0.9
theta = 0.425 * pi
hbar2_over_m = (const.hbar**2 / (mass_ratio * const.m_e)
                / const.e * 1e18)  # eV nm^2
t2 = hbar2_over_m / spacing_nm**2 / (8 * np.sin(theta)**2)
site, t1 = hoppings(theta, t2)


# Band minimum and curvature from the Bloch sum
def band(k):
    return site + 2 * t1 * np.cos(k) + 2 * t2 * np.cos(2 * k)


found = minimize_scalar(band, bounds=(0.1, 3.0), method="bounded",
                        options={"xatol": 1e-10})
assert abs(found.x - theta) < 1e-6
assert abs(found.fun) < 1e-12
step = 1e-3
curvature = (band(found.x + step) - 2 * band(found.x)
             + band(found.x - step)) / step**2
assert abs(curvature * spacing_nm**2 / hbar2_over_m - 1) < 1e-5

# Exact quantization condition, for several valley positions and widths
worst_residual = 0.0
for angle in (0.9, theta, 2.1):
    for n_sites in (30, 47, 64, 101):
        m = n_sites + 2
        for energy, sign in zip(parity_levels(n_sites, angle, t2), (-1, 1)):
            K, q = wave_numbers(energy, angle, t2)
            residual = (np.sin(m * q) * np.sin(K)
                        - sign * np.sin(q) * np.sin(m * K))
            worst_residual = max(worst_residual, abs(residual))
            assert abs(np.cos(K) * np.cos(q) - np.cos(angle)) < 1e-12
assert worst_residual < 1e-9

# Size of the errors of both asymptotic formulas in two ranges of width
errors = []
for start in (60, 240):
    err_lead, err_corr = 0.0, 0.0
    for m in range(start, start + 40):
        amp = 16 * pi**2 * t2 * np.sin(theta) / m**3
        exact = signed_splitting(m - 2, theta, t2)
        err_lead = max(err_lead, abs(exact - leading(m, theta, t2)) / amp)
        err_corr = max(err_corr, abs(exact - corrected(m, theta, t2)) / amp)
    errors.append((err_lead, err_corr))
ratio_lead = errors[0][0] / errors[1][0]
ratio_corr = errors[0][1] / errors[1][1]
assert 3 < ratio_lead < 6      # first order in 1/M: about 4
assert ratio_corr > 10         # second order in 1/M: about 16
assert errors[1][1] < 0.01

# Envelope exponent from diagonalized wells at successive equal phases
peak_m = np.arange(100, 421, 40)
peak_split = np.array([abs(signed_splitting(m - 2, theta, t2))
                       for m in peak_m])
hard_power = np.polyfit(np.log(peak_m), np.log(peak_split), 1)[0]
assert abs(hard_power + 3) < 0.01

# Exact crossing of the even and odd levels
cross_m, cross_j = 40, 17
cross_theta = np.arccos(np.cos(pi / cross_m) * np.cos(cross_j * pi / cross_m))
cross_gap = signed_splitting(cross_m - 2, cross_theta, t2)
assert abs(cross_gap) < 1e-12
assert abs(signed_splitting(cross_m - 2, cross_theta + 0.01, t2)) > 1e-6

# Lowered end sites: a different wall and a different power law
soft_m = np.arange(120, 401, 40)
soft_split = []
for m in soft_m:
    h = chain(m - 1, theta, t2)
    h[0, 0] -= t2
    h[-1, -1] -= t2
    levels = np.linalg.eigvalsh(h)
    formula = np.sort(4 * t2 * (np.cos(pi * np.arange(1, m) / m)
                                - np.cos(theta))**2)
    assert np.max(np.abs(levels - formula)) < 1e-11
    soft_split.append(levels[1] - levels[0])
soft_power = np.polyfit(np.log(soft_m), np.log(soft_split), 1)[0]
assert abs(soft_power + 2) < 0.03

# One wall only: an electric force holds the electron against the left end
field_rows = []
for field, tolerance in ((0.01, 0.08), (0.00125, 0.02)):  # V/nm
    force_step = field * spacing_nm  # eV per layer
    splits = []
    for n_sites in (300, 301, 302):
        h = chain(n_sites, theta, t2)
        h += np.diag(force_step * np.arange(1, n_sites + 1))
        levels = np.linalg.eigvalsh(h)
        splits.append(levels[1] - levels[0])
    one_wall = force_step / np.sin(theta)
    assert abs(splits[0] / one_wall - 1) < tolerance
    assert np.ptp(splits) < 1e-6 * splits[0]
    field_rows.append((field * 1000, splits[0] * 1000, one_wall * 1000))

# Slow beat seen when the width changes by two layers at a time
even_m = np.arange(82, 203, 2)
folded = np.array([signed_splitting(m - 2, theta, t2)
                   * (-1)**(m // 2 + 1) * float(m)**3 for m in even_m])
zeros = []
for i in range(len(even_m) - 1):
    if folded[i] * folded[i + 1] < 0:
        zeros.append(even_m[i] + 2 * folded[i] / (folded[i] - folded[i + 1]))
beat = (zeros[-1] - zeros[0]) / (len(zeros) - 1)
beat_formula = 2 * pi / (pi - 2 * theta)
assert abs(beat - beat_formula) < 0.1

print(f"layer spacing d = {spacing_nm:.3f} nm")
print(f"mass = {mass_ratio:.1f} electron masses")
print(f"theta = k0 d = {theta:.5f} rad")
print(f"k0 = {theta / spacing_nm:.4f} 1/nm")
print(f"t1 = {t1:.5f} eV")
print(f"t2 = {t2:.5f} eV")
print(f"period of |sin k0 W| = {pi / theta:.4f} layers")
print(f"the same period = {pi / theta * spacing_nm:.4f} nm")
print("N, W (nm), E_even-E_odd: exact, corrected, leading (meV)")
for n_sites in range(60, 73):
    m = n_sites + 2
    print(f"{n_sites} {m * spacing_nm:.3f} "
          f"{1000 * signed_splitting(n_sites, theta, t2):+.5f} "
          f"{1000 * corrected(m, theta, t2):+.5f} "
          f"{1000 * leading(m, theta, t2):+.5f}")
example_n = 64
for name, energy in zip(("even", "odd"), parity_levels(example_n, theta, t2)):
    K, q = wave_numbers(energy, theta, t2)
    print(f"N={example_n} {name}: E = {1000 * energy:.5f} meV, "
          f"K = {K:.6f} rad, Mq/pi = {(example_n + 2) * q / pi:.6f}")
print("peaks: N, W (nm), splitting (meV), splitting*W^3 (meV nm^3)")
for m, split in list(zip(peak_m, peak_split))[::2]:
    width = m * spacing_nm
    print(f"{m - 2} {width:.2f} {1000 * split:.6f} "
          f"{1000 * split * width**3:.3f}")
limit = 2 * pi**2 * hbar2_over_m * spacing_nm / np.sin(theta)
print(f"formula for splitting*W^3 at peak = {1000 * limit:.3f} meV nm^3")
print(f"fitted power, hard walls = {hard_power:.4f}")
print(f"fitted power, end sites lowered by t2 = {soft_power:.4f}")
for start, (err_lead, err_corr) in zip((60, 240), errors):
    print(f"M={start}-{start + 39}: largest error/envelope, "
          f"leading {err_lead:.5f}, corrected {err_corr:.6f}")
print(f"largest quantization residual = {worst_residual:.1e}")
print(f"crossing M={cross_m}, j={cross_j}: theta = {cross_theta:.6f} rad, "
      f"gap = {abs(cross_gap):.1e} eV")
print(f"beat for two-layer steps: found {beat:.3f}, "
      f"formula {beat_formula:.3f} layers")
print("one wall: field (MV/m), exact, formula splitting (meV)")
for field, exact, formula in field_rows:
    print(f"{field:.2f} {exact:.5f} {formula:.5f}")
print("finished without a failed check")
```

Running it gives:

```
layer spacing d = 0.135 nm
mass = 0.9 electron masses
theta = k0 d = 1.33518 rad
k0 = 9.8902 1/nm
t1 = -0.57350 eV
t2 = 0.61417 eV
period of |sin k0 W| = 2.3529 layers
the same period = 0.3176 nm
N, W (nm), E_even-E_odd: exact, corrected, leading (meV)
60 8.370 +0.34851 +0.34907 +0.35257
61 8.505 +0.24984 +0.25029 +0.24494
62 8.640 -0.20563 -0.20603 -0.21146
63 8.775 -0.31918 -0.31960 -0.31726
64 8.910 +0.04539 +0.04549 +0.05131
65 9.045 +0.31174 +0.31211 +0.31259
66 9.180 +0.09746 +0.09764 +0.09268
67 9.315 -0.24183 -0.24216 -0.24477
68 9.450 -0.19740 -0.19768 -0.19442
69 9.585 +0.13369 +0.13391 +0.13767
70 9.720 +0.24129 +0.24155 +0.24030
71 9.855 -0.01507 -0.01510 -0.01902
72 9.990 -0.22902 -0.22925 -0.22986
N=64 even: E = 5.28099 meV, K = 1.334903 rad, Mq/pi = 1.002163
N=64 odd: E = 5.23560 meV, K = 1.334906 rad, Mq/pi = 0.997843
peaks: N, W (nm), splitting (meV), splitting*W^3 (meV nm^3)
98 13.50 0.094250 231.891
178 24.30 0.016168 231.987
258 35.10 0.005365 232.009
338 45.90 0.002399 232.017
418 56.70 0.001273 232.021
formula for splitting*W^3 at peak = 232.029 meV nm^3
fitted power, hard walls = -2.9996
fitted power, end sites lowered by t2 = -1.9963
M=60-99: largest error/envelope, leading 0.01827, corrected 0.001455
M=240-279: largest error/envelope, leading 0.00494, corrected 0.000091
largest quantization residual = 2.6e-13
crossing M=40, j=17: theta = 1.335917 rad, gap = 4.0e-16 eV
beat for two-layer steps: found 13.337, formula 13.333 layers
one wall: field (MV/m), exact, formula splitting (meV)
10.00 1.38925 1.38836
1.25 0.17357 0.17355
finished without a failed check
```
